# Johnson's Log-Derivative Propagator: Fourth-Order Accuracy and Closed-Channel Stability: a numerical check

```python
"""
Johnson's log-derivative propagator for coupled channels.
Equation: Psi'' = W Psi, W = (2 mu/hbar^2)(V - E); Y = Psi' Psi^-1.
Claims under test: Y and the scattering matrix S have error O(h^4), where h is
half the sector width; errors of Y decay in closed channels; direct propagation
of Psi fails there because its columns lose linear independence.
Lengths are in angstrom and energies in eV. The reference solution is a
Chebyshev collocation treatment of the two-point boundary-value problem.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

SCALE = 2 * const.atomic_mass * const.e / const.hbar**2 * 1e-20  # 1/(eV A^2)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10         # angstrom
THRESHOLDS = np.array([0.0, 0.2, 1.5])
ENERGY = 0.5
WALL, DECAY, START, END = 6.0, 4.0, 1.0, 5.0
MIXING = np.array([[1.0, 0.2, 0.1], [0.2, 1.0, 0.2], [0.1, 0.2, 1.0]])
K_UNIT = np.sqrt(SCALE * ENERGY)


def make_wave(energy, mixing):
    """Return the function W(r) of the exponential-wall model."""
    base = np.diag(THRESHOLDS - energy)
    return lambda r: SCALE * (base + WALL * np.exp(-DECAY * (r - 1.0)) * mixing)


def propagate(wave, start, stop, sectors, y=None, factors=None):
    """Log-derivative recursion; y=None means a hard wall at start."""
    h = (stop - start) / (2 * sectors)
    unit = np.eye(len(wave(start)))
    for m in range(sectors):
        left = start + 2 * m * h
        if y is None:
            half = unit / h
        else:
            a = y + h / 3 * wave(left)
            half = np.linalg.solve(unit + h * a, a)
            if factors is not None:
                factors.extend(np.linalg.eigvals(unit + h * a).real)
        wc = wave(left + h)
        b = half + 4 * h / 3 * np.linalg.solve(unit - h * h / 6 * wc, wc)
        if factors is not None:
            factors.extend(np.linalg.eigvals(unit + h * b).real)
        y = np.linalg.solve(unit + h * b, b) + h / 3 * wave(left + 2 * h)
    return y


def direct(wave, start, stop, steps, renew=0):
    """Runge-Kutta propagation of Psi, Psi'; renew = steps between QR."""
    size = len(wave(start))
    x, p = np.zeros((size, size)), np.eye(size)
    d = (stop - start) / steps
    for m in range(steps):
        r = start + m * d
        w0, wm, w1 = wave(r), wave(r + d / 2), wave(r + d)
        x1, p1 = p, w0 @ x
        x2, p2 = p + d / 2 * p1, wm @ (x + d / 2 * x1)
        x3, p3 = p + d / 2 * p2, wm @ (x + d / 2 * x2)
        x4, p4 = p + d * p3, w1 @ (x + d * x3)
        x = x + d / 6 * (x1 + 2 * x2 + 2 * x3 + x4)
        p = p + d / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        if renew and (m + 1) % renew == 0:
            q, _ = np.linalg.qr(np.vstack([x, p / K_UNIT]))
            x, p = q[:size], q[size:] * K_UNIT
    return x, p


def column_condition(x, p):
    """Condition number of the solutions after normalizing each column."""
    stack = np.vstack([x, p / K_UNIT])
    return np.linalg.cond(stack / np.linalg.norm(stack, axis=0))


def collocation(wave, start, stop, order):
    """Y(stop) from the boundary-value problem Psi(start)=0, Psi(stop)=1."""
    j = np.arange(order + 1)
    x = np.cos(np.pi * j / order)
    c = np.where((j == 0) | (j == order), 2.0, 1.0) * (-1.0)**j
    d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(order + 1))
    d -= np.diag(d.sum(axis=1))
    d *= 2 / (stop - start)
    d2 = d @ d
    r = start + (stop - start) * (x + 1) / 2
    size = len(wave(start))
    unit = np.eye(size)
    mat = np.kron(d2[1:order, 1:order], unit)
    for i in range(1, order):
        s = slice((i - 1) * size, i * size)
        mat[s, s] -= wave(r[i])
    inner = np.linalg.solve(mat, -np.kron(d2[1:order, 0:1], unit))
    return d[0, 0] * unit + np.kron(d[0:1, 1:order], unit) @ inner


def s_matrix(y, r):
    """Open-channel S matrix from Y at matching radius r."""
    size = len(y)
    gap = ENERGY - THRESHOLDS[:size]
    k = np.sqrt(SCALE * np.abs(gap))
    is_open = gap > 0
    root = np.sqrt(k)
    f = np.where(is_open, np.sin(k * r) / root, 1.0)
    df = np.where(is_open, root * np.cos(k * r), k)
    g = np.where(is_open, np.cos(k * r) / root, 1.0)
    dg = np.where(is_open, -root * np.sin(k * r), -k)
    kmat = -np.linalg.solve(y * g - np.diag(dg), y * f - np.diag(df))
    n = int(is_open.sum())
    koo = kmat[:n, :n]
    return np.linalg.solve(np.eye(n) - 1j * koo, np.eye(n) + 1j * koo)


def direct_error(x, p, r, s_ref):
    """Largest S error of direct propagation; infinite if Psi is singular."""
    try:
        y = np.linalg.solve(x.T, p.T).T
        return np.max(np.abs(s_matrix(y, r) - s_ref))
    except np.linalg.LinAlgError:
        return np.inf


# Local defect of the end derivatives, for a general Taylor polynomial.
hs, w = sp.symbols("h w")
a0, a1, a3, a4, a5, a6, a7 = sp.symbols("a0 a1 a3 a4 a5 a6 a7")
t = sp.symbols("t")
psi = (a0 + a1 * t + w * a0 / 2 * t**2 + a3 * t**3 + a4 * t**4
       + a5 * t**5 + a6 * t**6 + a7 * t**7)
for side in (1, -1):
    pa, pb = psi.subs(t, -hs), psi.subs(t, hs)
    slope = sp.diff(psi, t).subs(t, side * hs)
    curve = sp.diff(psi, t, 2).subs(t, side * hs)
    defect = sp.expand(((pb - pa) / (2 * hs) + side * hs / 3 * curve - slope)
                       * (2 + hs**2 * w) + side * 2 * hs / 3 * w * (pa + pb))
    for power in range(4):
        assert sp.simplify(defect.coeff(hs, power)) == 0
    fifth = sp.diff(psi, t, 5).subs(t, 0)
    assert sp.simplify(defect.coeff(hs, 4) - 2 * fifth / 45) == 0

# Constant coupled W with open and closed channels: exact Y by diagonalization.
w_const = np.array([[-9.0, 2.0, 1.0], [2.0, -4.0, 1.5], [1.0, 1.5, 6.0]])
length = 1.3
lam, vec = np.linalg.eigh(w_const)
q = np.sqrt(np.abs(lam))
y_diag = np.where(lam > 0, q / np.tanh(q * length), q / np.tan(q * length))
y_exact = vec @ np.diag(y_diag) @ vec.T
const_err = [np.max(np.abs(propagate(lambda r: w_const, 0.0, length, n) - y_exact))
             for n in (20, 40)]
const_ratio = const_err[0] / const_err[1]
assert const_err[1] < 1e-4 and 15 < const_ratio < 17

# Accumulated phase error of a free wave, k = 1, where the exact Y vanishes.
free_length, free_sectors = 20.5 * np.pi, 200
free_h = free_length / (2 * free_sectors)
free_y = propagate(lambda r: np.array([[-1.0]]), 0.0, free_length, free_sectors)
phase_found = -free_y[0, 0]
phase_law = free_length * free_h**4 / 180
assert abs(phase_found / phase_law - 1) < 0.02

# Decay of a small error of Y when all channels are closed.
closed_energy, distance = -0.3, 0.3
kappa = np.sqrt(SCALE * (THRESHOLDS - closed_energy))
flat = make_wave(closed_energy, np.zeros((3, 3)))
seed = 1e-3 * np.array([[1.0, 0.5, -0.7], [0.5, 0.8, 0.6], [-0.7, 0.6, 1.2]])
y_plain = propagate(flat, 0.0, distance, 30, np.diag(kappa))
y_moved = propagate(flat, 0.0, distance, 30, np.diag(kappa) + seed)
decay_found = (y_moved - y_plain) / seed
decay_law = np.exp(-(kappa[:, None] + kappa[None, :]) * distance)
assert np.max(np.abs(decay_found / decay_law - 1)) < 0.01

# Contraction factors below and above the limit h^2 W = 6.
closed_wave = make_wave(closed_energy, MIXING)
limit_rows = []
for h_test, count in ((0.03, 50), (0.05, 30)):
    factors = []
    propagate(closed_wave, START, START + 2 * h_test * count, count,
              factors=factors)
    top = h_test**2 * np.linalg.eigvalsh(closed_wave(START + h_test))[-1]
    limit_rows.append((h_test, top, min(factors)))
assert limit_rows[0][1] < 6 and limit_rows[0][2] > 1
assert limit_rows[1][1] > 6 and limit_rows[1][2] < 0

# Scattering example: reference and convergence.
wave = make_wave(ENERGY, MIXING)
y_ref = collocation(wave, START, END, 110)
s_ref = s_matrix(y_ref, END)
ref_change = np.max(np.abs(s_matrix(collocation(wave, START, END, 80), END) - s_ref))
assert ref_change < 1e-7
steps = (0.01, 0.005, 0.0025)
rows = []
for h in steps:
    y = propagate(wave, START, END, round((END - START) / (2 * h)))
    s = s_matrix(y, END)
    rows.append((h, abs(s[0, 1])**2, np.max(np.abs(s - s_ref))))
ratios = [rows[i][2] / rows[i + 1][2] for i in range(2)]
assert 12 < ratios[0] < 20 and 14 < ratios[1] < 18
assert abs(np.sum(np.abs(s[0])**2) - 1) < 1e-9
s_wall = s_matrix(propagate(wave, 0.9, END, 820), END)
wall_change = np.max(np.abs(s_wall - s))
assert wall_change < 1e-6
s_two = s_matrix(propagate(lambda r: wave(r)[:2, :2], START, END, 800), END)

# Direct propagation against the log-derivative method, equal sector width.
width = 0.005
table = []
for radius in (2.0, 2.5, 3.0, 4.0, 5.0):
    n = round((radius - START) / width)
    s_here = s_matrix(collocation(wave, START, radius, 110), radius)
    x, p = direct(wave, START, radius, n)
    xq, pq = direct(wave, START, radius, n, renew=10)
    log_err = np.max(np.abs(
        s_matrix(propagate(wave, START, radius, n), radius) - s_here))
    table.append((radius, column_condition(x, p), direct_error(x, p, radius, s_here),
                  direct_error(xq, pq, radius, s_here), log_err))
assert table[0][2] < 1e-3 and table[-1][2] > 0.05
assert all(row[3] < 1e-3 and row[4] < 1e-4 for row in table)

# Growth of the condition number against the closed-channel exponent.
grid = np.linspace(2.0, 2.5, 201)
local = np.array([np.sqrt(np.linalg.eigvalsh(wave(r))[-1]) for r in grid])
growth_law = np.sum((local[1:] + local[:-1]) / 2) * (grid[1] - grid[0])
growth_found = np.log(table[1][1] / table[0][1])
assert abs(growth_found / growth_law - 1) < 0.15

# Without coupling the same exponential growth does no harm.
bare = make_wave(ENERGY, np.eye(3))
s_bare = s_matrix(collocation(bare, START, END, 110), END)
xb, pb_num = direct(bare, START, END, 800)
bare_error = direct_error(xb, pb_num, END, s_bare)
bare_condition = column_condition(xb, pb_num)
assert bare_error < 1e-3 and bare_condition < 1.01

k_all = np.sqrt(SCALE * np.abs(ENERGY - THRESHOLDS))
print(f"2 mu/hbar^2 for 1 u = {SCALE:.3f} 1/(eV A^2)")
print("thresholds (eV):", THRESHOLDS, f" total energy = {ENERGY} eV")
print(f"wall = {WALL} eV at 1 A, decay constant = {DECAY} 1/A")
print(f"mixing M12, M13, M23 = {MIXING[0,1]}, {MIXING[0,2]}, {MIXING[1,2]}")
print(f"range: {START} to {END} A")
print(f"k1, k2, kappa3 = {k_all[0]:.3f}, {k_all[1]:.3f}, {k_all[2]:.3f} 1/A")
print(f"constant W: Y errors {const_err[0]:.3e}, {const_err[1]:.3e} (model units)")
print(f"constant W: error ratio on halving h = {const_ratio:.2f}")
print(f"free wave: k h = {free_h:.4f}, k L = {free_length:.3f} rad")
print(f"free wave: phase error found {phase_found:.4e}, law {phase_law:.4e} rad")
print(f"all closed, E = {closed_energy} eV, distance = {distance} A")
print("kappa (1/A):", np.round(kappa, 3))
for i, j in ((0, 0), (0, 2), (2, 2)):
    print(f"error decay {i+1}{j+1}: found {decay_found[i,j]:.4e}, law {decay_law[i,j]:.4e}")
for h_test, top, low in limit_rows:
    print(f"h = {h_test} A: max h^2 W = {top:.3f}, least factor = {low:.3f}")
for h, prob, err in rows:
    print(f"h = {h} A: P(1->2) = {prob:.8f}, max S error = {err:.3e}")
print(f"S error ratios on halving h = {ratios[0]:.2f}, {ratios[1]:.2f}")
print(f"reference P(1->2) = {abs(s_ref[0,1])**2:.8f}")
print(f"reference P(1->1) = {abs(s_ref[0,0])**2:.8f}")
print(f"reference change, order 80 to 110 = {ref_change:.1e}")
print(f"S change, inner wall moved to 0.9 A = {wall_change:.1e}")
print(f"P(1->2) without channel 3 = {abs(s_two[0,1])**2:.8f}")
print(f"Y11 at 5 A = {y_ref[0,0]:.5f} 1/A = {y_ref[0,0]*BOHR:.5f} 1/bohr")
print(f"sector width in the comparison = {width} A")
print("R (A) | condition | S error: direct, direct+QR, log-derivative")
for row in table:
    print(f"{row[0]:.1f} | {row[1]:.2e} | {row[2]:.2e}, {row[3]:.2e}, {row[4]:.2e}")
print(f"ln condition growth, 2.0 to 2.5 A: {growth_found:.3f}, law {growth_law:.3f}")
print(f"uncoupled: condition = {bare_condition:.3f}, direct S error = {bare_error:.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
2 mu/hbar^2 for 1 u = 478.451 1/(eV A^2)
thresholds (eV): [0.  0.2 1.5]  total energy = 0.5 eV
wall = 6.0 eV at 1 A, decay constant = 4.0 1/A
mixing M12, M13, M23 = 0.2, 0.1, 0.2
range: 1.0 to 5.0 A
k1, k2, kappa3 = 15.467, 11.981, 21.874 1/A
constant W: Y errors 4.412e-06, 2.767e-07 (model units)
constant W: error ratio on halving h = 15.95
free wave: k h = 0.1610, k L = 64.403 rad
free wave: phase error found 2.4120e-04, law 2.4044e-04 rad
all closed, E = -0.3 eV, distance = 0.3 A
kappa (1/A): [11.981 15.467 29.346]
error decay 11: found 7.5527e-04, law 7.5532e-04
error decay 13: found 4.1261e-06, law 4.1264e-06
error decay 33: found 2.2536e-08, law 2.2543e-08
h = 0.03 A: max h^2 W = 3.501, least factor = 1.403
h = 0.05 A: max h^2 W = 9.091, least factor = -96.804
h = 0.01 A: P(1->2) = 0.11327572, max S error = 2.619e-04
h = 0.005 A: P(1->2) = 0.11327730, max S error = 1.634e-05
h = 0.0025 A: P(1->2) = 0.11327740, max S error = 1.021e-06
S error ratios on halving h = 16.03, 16.01
reference P(1->2) = 0.11327741
reference P(1->1) = 0.88672259
reference change, order 80 to 110 = 5.7e-14
S change, inner wall moved to 0.9 A = 9.1e-13
P(1->2) without channel 3 = 0.11180153
Y11 at 5 A = 94.43384 1/A = 49.97224 1/bohr
sector width in the comparison = 0.005 A
R (A) | condition | S error: direct, direct+QR, log-derivative
2.0 | 2.01e+08 | 7.35e-07, 7.35e-07, 4.70e-08
2.5 | 1.53e+13 | 1.01e-05, 4.27e-06, 2.09e-07
3.0 | 2.41e+16 | 5.19e-02, 8.39e-06, 3.15e-07
4.0 | 9.96e+16 | 1.91e+00, 1.70e-05, 6.62e-07
5.0 | 3.24e+16 | inf, 2.57e-05, 1.02e-06
ln condition growth, 2.0 to 2.5 A: 11.241, law 11.193
uncoupled: condition = 1.000, direct S error = 2.73e-05
ALL CHECKS PASSED
```
